# Why Misfit Strain Bunches Steps, and the Crossover Spacing

## Two forces on a flat surface

Take two parallel line forces on the flat surface of an elastic solid, a distance $d$ apart. Both have strength $F$ per unit length and both point along $+x$, in the surface and perpendicular to the lines. Each force drags the surface along with it, most strongly nearby. At distance $x$ from one line the displacement is

$$u_x(x)=-gF\ln|x|+\text{const},\qquad g=\frac{2(1-\nu^2)}{\pi Y},$$

where $Y$ is Young's modulus and $\nu$ is Poisson's ratio (derived below). The second force therefore sits on material already displaced in its own direction. The work it gains is $Fu_x(d)$, so the interaction energy is $-Fu_x(d)=gF^2\ln d$ up to a constant. It falls as the lines approach: parallel forces attract. Reversing both forces changes nothing, while reversing one turns attraction into repulsion.

Steps of one sign on a misfit-stressed film carry such parallel forces. They also carry force dipoles, which repel as $1/d^2$ in energy. The balance of the two sets a crossover spacing.

## Where the step forces come from

Let the steps run along $y$, let the solid fill $z<h(x)$, and let nothing vary along $y$ (plane strain). Film and substrate are isotropic with equal elastic constants, and the film is coherent, without dislocations. Before relaxation it carries a uniform in-plane stress $\sigma_0$, positive for tension. For biaxial misfit strain $\epsilon$ (tensile positive), $\sigma_0=Y\epsilon/(1-\nu)$.

Measure displacements $\mathbf u$ from this flat, coherent state. Per unit length of step the energy change is

$$W=\int\left(\sigma_0\,\partial_xu_x+\tfrac12\,\varepsilon\!:\!C\!:\!\varepsilon\right)dx\,dz .$$

The prestress along $y$ does no work, because $\varepsilon_{yy}=0$. The strain energy already stored is proportional to film volume and drops out when material is merely rearranged.

The divergence theorem turns the linear term into a surface integral of $\sigma_0n_xu_x$. On the upper surface $n_x\,ds=-h'\,dx$; on a flat film–substrate interface $n_x=0$. Hence

$$\int\sigma_0\,\partial_xu_x\,dx\,dz=-\int\sigma_0h'(x)\,u_x\,dx .$$

This is the potential energy of a surface force density $f_x=\sigma_0h'$. For small slopes it may be applied to a flat surface. Seen from distances much larger than its height and width, a step of signed height $s$ has $h'=s\,\delta(x)$, so to leading order it carries the monopole

$$F=\sigma_0s .$$

The sign has a plain meaning. A film in tension wants to contract, and the edge of its upper terrace is pulled inward, towards the high side. All steps of a staircase have the same high side, so their forces are parallel.

Surface stress $\tau$ adds a second force. Stretching the surface costs, to first order in $\mathbf u$, the energy $\tau\int\mathbf t\cdot(d\mathbf u/ds)\,ds$, with $\mathbf t$ the unit tangent. Integration by parts gives $-\int\tau(d\mathbf t/ds)\cdot\mathbf u\,ds$, a force density $\tau\,d\mathbf t/ds$. Since $\mathbf t\simeq(1,h')$, its leading part is vertical:

$$f_z=\tau h''=\tau s\,\delta'(x)=D_z\,\delta'(x),\qquad D_z=\tau s .$$

This is a pair of opposite vertical forces with zero sum. The atomic structure of the step may add a lateral dipole $f_x=D_x\delta'(x)$, which continuum theory does not determine. Below, $D_x$ is a parameter, and both dipoles are taken as independent of misfit.

## How the solid transmits the forces

Apply the traction $f_x=\cos kx$, $k>0$, to the surface $z=0$. A decaying solution has the form

$$u_x=\cos kx\,(a+bkz)e^{kz},\qquad u_z=\sin kx\,(c+ekz)e^{kz}.$$

Equilibrium requires $(1-2\nu)\nabla^2\mathbf u+\nabla(\nabla\cdot\mathbf u)=0$. The pieces are

$$\nabla^2u_x=2k^2b\cos kx\,e^{kz},\qquad \nabla^2u_z=2k^2e\sin kx\,e^{kz},$$

$$\nabla\cdot\mathbf u=k\sin kx\,e^{kz}\,[\,c-a+e+(e-b)kz\,].$$

The term linear in $z$ must vanish, so $e=b$. The rest of the $x$ equation gives $2(1-2\nu)b+c-a+b=0$, or $c=a-(3-4\nu)b$; the $z$ equation repeats this condition. With shear modulus $\mu=Y/[2(1+\nu)]$, the surface tractions become

$$\sigma_{xz}=2\mu k\,[a-(1-2\nu)b]\cos kx,$$

$$\sigma_{zz}=2\mu k\,[a-2(1-\nu)b]\sin kx .$$

For a lateral load $\sigma_{zz}=0$, hence $a=2(1-\nu)b$. Then $\sigma_{xz}=\cos kx$ gives $2\mu kb=1$, and

$$a=\frac{1-\nu}{\mu k}=\frac{2(1-\nu^2)}{Yk}=\frac{\pi g}{k},\qquad c=-\frac{1-2\nu}{2\mu k}.$$

For a vertical load $\sigma_{zz}=\sin kx$, the condition $\sigma_{xz}=0$ gives $a=(1-2\nu)b$, then $b=-1/(2\mu k)$ and $c=(1-\nu)/(\mu k)$. The vertical response to a vertical force is thus the same $\pi g/k$.

A line force is $F\delta(x)=(F/\pi)\int_0^\infty\cos kx\,dk$. Superposing the responses and differentiating removes the divergent constant at $k\to0$:

$$\frac{du_x}{dx}=-gF\int_0^\infty\sin kx\,dk=-\frac{gF}{x}.$$

The integral is understood with a factor $e^{-\eta k}$, $\eta\to0^+$, which gives $x/(x^2+\eta^2)\to1/x$. Integration gives the logarithm used at the start. The cross response, vertical displacement from a lateral force, is proportional to $\int_0^\infty\sin kx\,dk/k=(\pi/2)\,\mathrm{sgn}\,x$. It is constant away from the source, so a distant dipole, which senses only its derivative, does not feel it.

## Attraction against repulsion

With forces, $W=-\int\mathbf f\cdot\mathbf u\,dx+\tfrac12\int\varepsilon\!:\!C\!:\!\varepsilon\,dx\,dz$. At equilibrium the work identity $\int\varepsilon\!:\!C\!:\!\varepsilon\,dx\,dz=\int\mathbf f\cdot\mathbf u\,dx$ holds, so $W=-\tfrac12\int\mathbf f\cdot\mathbf u\,dx$. The two cross terms between steps 1 and 2 are equal by reciprocity, which removes the factor one half:

$$U=-\int\mathbf f_1\cdot\mathbf u_2\,dx .$$

Let $G(x)=-g\ln|x|$ and let the steps be at $x_1$ and $x_2=x_1+d$. Insert $f_{x,i}=F\delta(x-x_i)+D_x\delta'(x-x_i)$. Moving the derivative off $\delta'(x-x_1)$ produces $-G'$; moving it off $\delta'(x'-x_2)$ produces $+G'$, because $G$ depends on $x-x'$. Therefore

$$U_x=-\left[F^2G+FD_xG'-D_xFG'-D_x^2G''\right]_{x_1-x_2}.$$

The monopole–dipole terms cancel for identical steps. Since $G''=g/d^2$, the lateral dipoles contribute $+gD_x^2/d^2$. The vertical dipoles contribute $+gD_z^2/d^2$ in the same way. Up to a constant,

$$U(d)=g\left(F^2\ln d+\frac{D^2}{d^2}\right),\qquad D^2=D_x^2+D_z^2 .$$

The zero of the logarithm is arbitrary, so comparing the sizes of the two energies has no meaning. Their forces can be compared:

$$-\frac{dU}{dd}=-gF^2\left(\frac1d-\frac{d_*^2}{d^3}\right),\qquad \boxed{d_*=\frac{\sqrt2\,D}{|F|}} .$$

Two steps repel for $d<d_*$ and attract for $d>d_*$. Elastic stiffness cancels from $d_*$ once $\sigma_0$ is given. If $D_x=0$, step height cancels too, and $d_*=\sqrt2\,\tau/|\sigma_0|$ for positive $\tau$. Without misfit, $d_*$ goes to infinity and the repulsion remains.

The attraction is strongest where $-1/d^2+3d_*^2/d^4=0$, that is at $d=\sqrt3\,d_*$, with magnitude $2gF^2/(3\sqrt3\,d_*)$.

A finite-element calculation of a prestressed body tests the force picture. The steps are built into the shape of its surface, but they are smoothed, with slopes of at most about 0.02, so abrupt steps are not tested. Energy differences between two step separations agree with the law to 0.4 % for the monopole part and 2 % for the surface-stress dipole part, relative to the law. These differences include finite step width and mesh error.

## How large it is

Take round model parameters: $Y=100$ GPa, $\nu=0.25$, misfit strain 1 %, $s=0.20$ nm, $\tau=2.0$ N/m and $D_x=0.30$ nN. Then

$$\sigma_0=\frac{100\times0.01}{0.75}=1.333\ \text{GPa},$$

$$F=1.333\times0.20=0.2667\ \text{N/m},$$

$$D_z=2.0\times0.20=0.40\ \text{nN},\qquad D=\sqrt{0.30^2+0.40^2}=0.50\ \text{nN}.$$

The crossover spacing is

$$d_*=\frac{1.414\times0.50}{0.2667}=2.65\ \text{nm}=26.5\ \text{Å}.$$

Without the lateral dipole it would be 2.12 nm. With $g=0.005968$ GPa$^{-1}$, the strength of the logarithm is $gF^2=2.65$ meV/nm. The pair force per unit step length is $+1.00$ meV/nm² at 2 nm and $-0.38$ meV/nm² at 5 nm. The strongest attraction lies at 4.59 nm. At 10 nm the force is still $-0.25$ meV/nm², about two thirds of that maximum: the attraction is weak but decays slowly.

At fixed $D$, $d_*$ varies inversely with misfit. It is 10.6 nm at 0.25 % and 1.33 nm at 2 %. The second value deserves less trust, since the theory is of leading order in $s/d$. The misfit stress at a step of finite height can itself produce a dipole. Dimensional grounds give its scale, $Fs$, but not the numerical factor, which may exceed one. Here $Fs/D=\sqrt2\,s/d_*\approx0.11$, so a correction to $D$ of ten or twenty per cent is conceivable; at 2 % misfit the ratio doubles.

## A train of steps has no threshold

It is tempting to conclude that a staircase with spacing $l<d_*$ is stable. That does not follow. In a uniform train the forces from the two sides cancel, and stability depends on how the energy changes when steps are displaced.

Put step $j$ at $jl+u_j$, with $u_j=\eta\cos j\phi$ and $0<\phi\le\pi$. The mean displacement is zero, so material is conserved. The first-order energy vanishes because $u_{j+n}-u_j$ averages to zero. To second order the energy per step is

$$\Delta E=\sum_{n\ge1}\tfrac12U''(nl)\left\langle(u_{j+n}-u_j)^2\right\rangle .$$

Since $u_{j+n}+u_{j-n}=2\cos(n\phi)\,u_j$, we have $\langle u_ju_{j+n}\rangle=\cos(n\phi)\langle u^2\rangle$. The average in the sum is therefore $2(1-\cos n\phi)\langle u^2\rangle$, and $\Delta E=\kappa\langle u^2\rangle$ with

$$\kappa=\sum_{n\ge1}g\left(-\frac{F^2}{n^2l^2}+\frac{6D^2}{n^4l^4}\right)(1-\cos n\phi).$$

Define $S_m=\sum_{n\ge1}(1-\cos n\phi)/n^m$ and $P=\phi(2\pi-\phi)$. The imaginary part of $-\ln(1-e^{i\phi})$ gives $S_2'=\sum\sin(n\phi)/n=(\pi-\phi)/2$. Integrating from $S_2(0)=0$,

$$S_2=\frac{\pi\phi}{2}-\frac{\phi^2}{4}=\frac P4 .$$

Next, $S_4''=\sum\cos(n\phi)/n^2=\pi^2/6-S_2$. Two integrations, with $S_4(0)=S_4'(0)=0$, give

$$S_4=\frac{\pi^2\phi^2}{12}-\frac{\pi\phi^3}{12}+\frac{\phi^4}{48}=\frac{P^2}{48}.$$

Hence, using $D^2=F^2d_*^2/2$,

$$\kappa=\frac{gP}{4l^2}\left(\frac{D^2P}{2l^2}-F^2\right)=\frac{gF^2P}{4l^2}\left(\frac{Pd_*^2}{4l^2}-1\right).$$

A mode lowers the energy when $P<4l^2/d_*^2$. As $\phi\to0$, $P\to2\pi\phi$ and this is satisfied for any $l$. In this model an infinite uniform train is therefore unstable at every spacing. The monopole gain is linear in small $\phi$ and the dipole cost is quadratic, so attraction wins at long wavelength however close the steps are.

For $l<\pi d_*/2$ the critical phase and the critical number of steps per wavelength are

$$\phi_c=\pi-\sqrt{\pi^2-\frac{4l^2}{d_*^2}},\qquad N_c=\frac{2\pi}{\phi_c}.$$

For $l\ll d_*$, expanding the root gives $N_c\simeq\pi^2d_*^2/l^2$: dense trains are unstable only to waves containing many steps. In the opposite range, $l>\pi d_*/2$, even pairing ($\phi=\pi$, $P=\pi^2$) lowers the energy, and all modes are unstable.

In the example take $l=2.0$ nm, below $d_*$. Neighbouring steps repel, yet $\phi_c=0.386$ and $N_c=16.3$. With 12 steps per wavelength $\kappa=+0.162$ meV/nm³, a restoring energy; with 24 it is $-0.080$ meV/nm³. The smallest whole number unstable to small displacements is 17, a wavelength of 34 nm. Pairing becomes favourable only above $l=4.17$ nm. Between 2.65 and 4.17 nm, neighbours attract but a uniform train still resists pairing.

## What a bunch looks like

An isolated bunch of $N$ steps settles where attraction and repulsion balance. Multiply all its distances $d_{ij}$ by $\lambda$. The energy must be stationary at $\lambda=1$:

$$\sum_{i<j}gF^2\left(1-\frac{d_*^2}{d_{ij}^2}\right)=0,\qquad \left\langle\frac{d_*^2}{d_{ij}^2}\right\rangle_{\text{pairs}}=1 .$$

Two steps therefore rest at $d_*$. For three or more the distances are unequal, and the smallest must lie below $d_*$ to keep the average at one. Steps further away help to squeeze the bunch. Six relaxed steps in the example have gaps of 1.90, 1.69, 1.64, 1.69 and 1.90 nm, all below 2.65 nm and tightest in the middle. An observed gap inside a bunch is thus not a direct measurement of $d_*$; the pair average is the quantity to use, provided the bunch is isolated and relaxed and thermal wandering of the steps is negligible.

## What to do about it

To estimate the crossover, obtain $\sigma_0$ from the misfit and the elastic constants, and $D$ from the elastic step repulsion on an unstrained surface of the same material. Then compare $l$ with $d_*$ to judge the pair force, and the available wavelength with $N_cl$ to judge the stability of the train against small displacements. Lower misfit raises $d_*$. Lower misfit or a larger miscut, which reduces $l$, raises $N_c$. For $l<\pi d_*/2$ both changes lengthen the shortest unstable wavelength, $N_cl$; for larger $l$ that wavelength is $2l$ and shrinks with $l$. Neither change removes the long-wave instability while some misfit remains. A finite train needs separate treatment: its end steps have neighbours on one side only, so the forces on them do not in general cancel, and the train need not be in equilibrium even if it is shorter than $N_cl$.

Simulations need the same care. A periodic cell with $N$ steps admits no phase smaller than $2\pi/N$. In the example a uniform cell of 16 steps is stable against small displacements, while one of 17 is not. This is a linear threshold only: in cells of 15 and 16 steps a bunched arrangement already lies below the uniform one, by 0.05 and 0.25 meV/nm per step, so the uniform train there is only metastable and a relaxation should also be started from a bunch.

Cutting off the interaction is equally risky. If $n_{\max}$ neighbours on each side are kept, then for small $\phi$, where $1-\cos n\phi\simeq n^2\phi^2/2$,

$$\kappa\simeq\frac{gF^2\phi^2}{2l^2}\left(-n_{\max}+\frac{3d_*^2}{l^2}\sum_{n=1}^{n_{\max}}\frac1{n^2}\right).$$

For $l<\sqrt3\,d_*$, keeping too few neighbours makes the bracket positive, and the long-wave instability is lost. Because the sum is below $\pi^2/6$, $n_{\max}>\pi^2d_*^2/(2l^2)$ suffices to recover its sign; here that means nine neighbours on each side. It does not recover the correct linear dependence on $\phi$.

On a vicinal substrate the buried interface also has steps. The film's lower boundary has the opposite normal, so they carry forces of opposite sign, fixed in place. If they are uniformly spaced by $l$, their varying field contains only wave numbers that are multiples of $2\pi/l$. By reciprocity, the solution above gives the attenuation of the lateral surface displacement they cause through a film of thickness $t$:

$$\left|1-\frac{kt}{2(1-\nu)}\right|e^{-kt},\qquad k=\frac{2\pi}{l}.$$

For $t=5$ nm and $l=2$ nm this is $1.4\times10^{-6}$, and the buried steps can be ignored. Thinner films need care even when the factor is small. The buried steps hold the surface steps at fixed positions relative to them once half the curvature of their periodic potential exceeds the most negative $\kappa$, here $-gF^2/(4d_*^2)=-0.094$ meV/nm³. With buried steps taken as pure monopoles, this happens in the example for $t$ up to about 1.9 nm through the surface monopoles alone, and up to about 2.7 nm when the surface dipoles are included. For $t$ of order $l$ or less the train result therefore does not apply.

Three further limits matter. Misfit dislocations reduce $\sigma_0$ and with it the attraction. Thermal wandering of steps adds a repulsion that is omitted here and increases the mean spacing of a bound pair. Its scale is $(k_BT)^2/\tilde\beta$, where $\tilde\beta$ is the step stiffness, to be compared with $gD^2=9.3$ meV nm in the example. For $k_BT=50$ meV and $\tilde\beta=500$ meV/nm it is 5 meV nm, which is not small; $d_*$ is then only a lower estimate of that spacing. Taking the separation from the ground state of $-[(k_BT)^2/\tilde\beta]\,\partial_d^2+U(d)$, with the straight-step $U$, gives a mean spacing of about 4.5 nm rather than 2.65 nm. Finally, $\kappa$ gives the sign of the energy change, not a rate: the time to bunch depends on step mobility and surface diffusion, and deposition can drive or oppose bunching by kinetic means. The remaining values are in the numerical output.

## Table of computed values

```
Young modulus Y = 100 GPa, Poisson ratio = 0.25
misfit strain = 1.0 %, step height s = 0.20 nm
surface stress tau = 2.0 N/m, lateral dipole Dx = 0.30 nN
misfit stress sigma0 = 1.3333 GPa
elastic factor g = 0.005968 1/GPa
monopole F = 0.2667 N/m
vertical dipole Dz = 0.40 nN, total dipole D = 0.50 nN
log interaction strength g F^2 = 2.649 meV/nm
crossover spacing d_star = 2.652 nm = 26.52 angstrom
zero of force by Fourier quadrature = 2.652 nm
ratio s/d_star = 0.075
d_star with Dx = 0: 2.121 nm
pair force at d = 1.5 nm: +3.7527 meV/nm^2
pair force at d = 2.0 nm: +1.0037 meV/nm^2
pair force at d = 5.0 nm: -0.3808 meV/nm^2
pair force at d = 10.0 nm: -0.2463 meV/nm^2
strongest attraction at 4.593 nm: -0.3845 meV/nm^2
same position by quadrature = 4.593 nm
misfit 0.25 %: d_star = 10.607 nm
misfit 0.50 %: d_star = 5.303 nm
misfit 1.00 %: d_star = 2.652 nm
misfit 2.00 %: d_star = 1.326 nm
finite elements / law, monopole attraction = 1.0043
finite elements / law, dipole repulsion = 1.0208
finite elements, cross term / (pi g F D / period) = -3.3e-05
train spacing l = 2.0 nm
kappa, 12 steps per wavelength = +0.16240 meV/nm^3
kappa, 24 steps per wavelength = -0.08019 meV/nm^3
kappa, pairing mode = +5.45315 meV/nm^3
critical phase = 0.3859 rad, steps per wavelength = 16.28
smallest unstable whole number of steps = 17
pairing mode changes sign at l = 4.165 nm
film thickness = 5.0 nm, buried-step attenuation = 1.4e-06
six-step bunch gaps (nm): 1.903, 1.687, 1.635, 1.687, 1.903
bunch: pair mean of (d_star/d)^2 = 1.00000
```
